# The Oen-Robinson prefactor for local electronic energy loss, part 1

(Sections cited here and not found follow in the second part.)

## First half: straight paths

Q: An ion enters a solid and loses energy to the electrons. A stopping model gives me one number at each ion energy, the electronic stopping cross section $S$. A simulation that follows the ion from atom to atom needs more: the energy lost at one atom, passed at one particular distance. How can one number fix a whole function?

A: It cannot. It fixes the scale of the function once its shape has been assumed. Let $p$ be the impact parameter, the distance at which the ion's straight path passes the nucleus, and let $Q(p)$ be the energy given to electrons in that passage. The assumed shape is

$$Q(p)=K S\,e^{-cp/a},\qquad c=0.3 .$$

Here $a$ is the screening length of the ion-atom potential and $K$ is the constant to be found. Since $S$ is an energy times an area and $Q$ is an energy, $K$ must be an inverse area.

Q: Where does 0.3 come from? If it is adjustable, so is everything that follows.

A: It is an assumption, with a motive. The Molière screening function, which multiplies the bare Coulomb repulsion of the two nuclei, is

$$\Phi(x)=0.35\,e^{-0.3x}+0.55\,e^{-1.2x}+0.10\,e^{-6x},\qquad x=r/a ,$$

where $r$ is the distance between the nuclei. Its slowest exponent is 0.3. If $\Phi$ is read as the screening of a single atom, Poisson's equation gives an electron density proportional to $\nabla^2(\Phi/r)=(1/r)\,d^2\Phi/dr^2$ away from the nucleus. Two derivatives of an exponential leave its exponent unchanged, so far out, beyond about $x=7$, the density falls as $e^{-0.3x}/x$. Closer in, the other two terms make it fall faster. Far out, a loss that follows the electrons should therefore approach this rate, though slowly: summed along a straight path, the density still falls at a rate of 0.39 per screening length at $p=7a$ and 0.35 at $p=10a$. Using the same rate closer in is an assumption, and it matters: the resulting law places 62% of $S$ inside $p=7a$, where the density falls faster. The factor $1/x$ is also dropped, and the response of the electrons is not calculated. I keep the letter $c$ in the algebra so that the role of 0.3 stays visible.

Q: Then what condition ties $K$ to $S$?

A: The meaning of $S$. Take a thin layer of thickness $dx$ and area $A$, with $N$ atoms per unit volume, and let the ion's entry point $\mathbf b$ be spread evenly over $A$. Atom $j$ sits at the lateral position $\mathbf b_j$. Its mean contribution to the loss is

$$\frac1A\int Q(|\mathbf b-\mathbf b_j|)\,d^2b=\frac1A\int_0^\infty Q(p)\,2\pi p\,dp .$$

The second form uses rings of radius $p$ and area $2\pi p\,dp$ around the atom, and it neglects the edge of the layer, which is allowed when $A$ is much wider than the range of $Q$. There are $NA\,dx$ atoms, and all contribute equally, so the mean loss is

$$\overline{dE}=NA\,dx\cdot\frac1A\int_0^\infty Q(p)\,2\pi p\,dp .$$

The area $A$ cancels. The stopping cross section is defined by $\overline{dE}=NS\,dx$, with the loss counted as positive. Hence

$$S=\int_0^\infty Q(p)\,2\pi p\,dp .$$

Q: You added the losses of different atoms. Is that another assumption?

A: Yes. Each atom is taken to act on its own, with a loss that depends on its own $p$ alone. That is what "local" means here. The ion's speed is also held fixed during a passage, so that one value of $S$ applies.

Q: Now the constant.

A: Insert the assumed $Q$ and divide by $S$:

$$1=2\pi K\int_0^\infty p\,e^{-cp/a}\,dp .$$

Set $u=cp/a$, so that $p=au/c$ and $dp=(a/c)\,du$. The limits remain zero and infinity, and two factors $a/c$ come out:

$$1=2\pi K\,\frac{a^2}{c^2}\int_0^\infty u\,e^{-u}\,du .$$

Integration by parts gives

$$\int_0^\infty u\,e^{-u}du=\Big[-u\,e^{-u}\Big]_0^\infty+\int_0^\infty e^{-u}du=0+1=1 .$$

Therefore

$$K=\frac{c^2}{2\pi a^2} .$$

With $c=0.3$ one has $c^2/2=0.09/2=0.045$, and the loss function is

$$Q(p)=\frac{0.045\,S}{\pi a^2}\,e^{-0.3p/a} .$$

The condition is linear in $K$, so no other constant satisfies it. The number 0.045 carries no information about the material; it is half the square of the assumed exponent.

Q: So a different exponent would reproduce $S$ just as well?

A: Yes, with its own prefactor. Doubling $c$ at fixed $a$ and $S$ halves the reach of the loss and multiplies the head-on value by four. The mean loss stays the same. The exponent and the prefactor must be changed together.

Q: If every shape gives the same mean, why care about the shape?

A: Because it decides how unequal the individual losses are. Suppose the atoms are placed at random and independently. Divide the layer's area into small elements $dA$. Each holds an atom with the small probability $N\,dx\,dA$ and then contributes $Q$. The variance of that contribution is $Q^2N\,dx\,dA$, less the square of its mean, which is of second order in the small probability and drops out. Independent variances add, so the variance of the loss per unit length is

$$N\int_0^\infty Q^2\,2\pi p\,dp=NK^2S^2\,2\pi\int_0^\infty p\,e^{-2cp/a}dp .$$

This is the earlier integral with $2c$ in place of $c$, so it equals $a^2/(4c^2)$. Since $2\pi a^2/c^2=1/K$, the result is

$$NK^2S^2\cdot\frac{1}{4K}=\frac{NKS^2}{4}=\frac{Q(0)\,NS}{4} .$$

At fixed $NS$, a more concentrated loss has a larger $Q(0)$ and a larger spread. This is the spread due to impact parameters alone; the statistics of the electronic excitations at a given $p$ are not in the model.

Q: I would like to see a real case. Choose one from plasma processing.

A: Take nitrogen implanted into hcp cobalt from a plasma. An N$_2^+$ ion gains 10 keV in the sheath, the layer of strong field at the biased surface. At the surface it breaks up. Its two atoms have the same speed and mass, so each carries 5 keV. For nitrogen $Z_1=7$, for cobalt $Z_2=27$. For the screening length I use Firsov's expression,

$$a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}}=0.01187\ \text{nm},$$

where $a_0$ is the Bohr radius.

Q: And $S$? Is it measured?

A: No, it comes from the Lindhard-Scharff model, in which slow ions feel a stopping proportional to their speed $v$:

$$S=8\pi e^2a_0\,\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0} .$$

Here $e^2$ stands for the squared elementary charge over $4\pi\varepsilon_0$, and $v_0$ is the Bohr speed. At 5 keV, $v/v_0=0.120$ and $S=1.333$ eV nm$^2$, or $1.33\times10^{-14}$ eV cm$^2$. The model leaves out the shell structure of the ion and of the atom. I take its formula as an input; the derivation of $K$ does not depend on it.

Q: Put the numbers in.

A: The prefactor and the head-on loss are

$$K=\frac{0.045}{\pi(0.01187\ \text{nm})^2}=101.7\ \text{nm}^{-2},\qquad Q(0)=101.7\times1.333\ \text{eV}=135.6\ \text{eV}.$$

The decay length is $a/0.3=0.0396$ nm. At $p=0.05$ nm the loss is 38.3 eV, and at 0.10 nm it is 10.8 eV. Numerical integration of $Q$ over the plane returns 1.333 eV nm$^2$, the $S$ that was put in.

Q: The head-on loss is largest, so do the close collisions dominate?

A: No. They are strong but rare, because a ring's area grows with $p$. The share of $S$ that comes from inside an impact parameter $p$ is, with $u=cp/a$,

$$G(u)=\int_0^u t\,e^{-t}dt=\Big[-(1+t)e^{-t}\Big]_0^u=1-(1+u)e^{-u} .$$

The derivative of $-(1+t)e^{-t}$ is $-e^{-t}+(1+t)e^{-t}=t\,e^{-t}$, which confirms the antiderivative. Half of $S$ lies inside $p=0.066$ nm. The mean impact parameter weighted by the loss is

$$\bar p=\frac1S\int_0^\infty p\,Q\,2\pi p\,dp=\frac{c^2}{a^2}\int_0^\infty p^2e^{-cp/a}dp=\frac{c^2}{a^2}\cdot\frac{2a^3}{c^3}=\frac{2a}{c} .$$

The last integral is $(a/c)^3\int_0^\infty u^2e^{-u}du$, and one integration by parts turns $\int u^2e^{-u}du$ into $2\int u\,e^{-u}du=2$. Here $\bar p=0.079$ nm.

Q: What does the ion lose per nanometre?

A: Rough lattice constants of 0.251 and 0.407 nm, with two atoms per cell, give

$$N=\frac{2}{(\sqrt3/2)(0.251)^2(0.407)}\ \text{nm}^{-3}=90.1\ \text{nm}^{-3},$$

and $NS=90.07\times1.3334$ eV/nm $=120.1$ eV/nm. For atoms placed at random, the variance found above is $135.6\times120.1/4\approx4070$ eV$^2$ per nm. Over 1 nm the standard deviation is its square root, about 64 eV, or half the mean loss.

Q: Cobalt is a crystal. Its atoms are not placed at random, so why should $NS$ hold?

A: The mean survives if the entry points are spread evenly over a surface cell. Let the ion run along the $c$ axis. The atoms then form columns parallel to the path, with two columns per surface cell and one atom per length $c_{\rm lat}=0.407$ nm in each. For one kind of column, the average over a cell of area $A_c$ is

$$\frac{1}{A_c}\sum_j\int_{\rm cell}Q(|\mathbf b-\mathbf b_j|)\,d^2b=\frac{1}{A_c}\int_{\rm plane}Q(b)\,d^2b=\frac{S}{A_c} .$$

Shifting the origin to each column in turn moves the cell to a different place, and the shifted cells tile the plane once. Two columns give $2S/A_c$ per length $c_{\rm lat}$, and $2/(A_cc_{\rm lat})$ is $N$. A direct sum over columns, averaged over a mesh of $120\times120$ entry points, gives 120.09 eV/nm, equal to $NS$ to the digits shown. Halving the number of mesh points per side shifts it by 0.0006 eV/nm.

Q: And a single path in the crystal?

A: That can differ a great deal. Along the centre of the open channel parallel to the $c$ axis, the loss is 52.9 eV/nm, or 0.44 of the average. The six nearest columns stand at $0.251/\sqrt3=0.145$ nm. They contribute $6\times135.6\,e^{-0.145/0.0396}/0.407\approx51$ eV/nm, and farther columns supply the rest. The prefactor is right for the average over entry points and promises nothing for one path.

Q: My simulation stops looking for atoms beyond some $p_{\max}$. Does it still get $S$?

A: It gets the share $G(u_{\max})$, with $u_{\max}=cp_{\max}/a$. A common-sense choice is one atom in each step of length $N^{-1/3}$, with $p$ drawn evenly from a disc. A cylinder of that length holds one atom on average if

$$N\cdot\pi p_{\max}^2\cdot N^{-1/3}=1,\qquad\text{so}\qquad p_{\max}=\frac{N^{-1/3}}{\sqrt\pi}=0.126\ \text{nm}.$$

Then $u_{\max}=3.18$ and $G=0.826$. With the prefactor unchanged, the mean loss is $0.826\times120.1\approx99$ eV/nm, 17% below $NS$. For straight paths the cure is to divide the prefactor by $G$, which replaces 0.045 by $0.045/0.826=0.0545$. This value belongs to this $N$, this $a$ and this cutoff.

## Second half: curved paths and the real case

Q: Before you go on, restate what you are carrying over.

A: An ion passing an atom at impact parameter $p$ loses $Q(p)=KS\,e^{-cp/a}$ to electrons, with $c=0.3$ and $K=c^2/(2\pi a^2)=0.045/(\pi a^2)$. On straight paths this integrates to the stopping cross section $S$. For 5 keV nitrogen in hcp cobalt, $a=0.01187$ nm, $S=1.333$ eV nm$^2$, $Q(0)=135.6$ eV, the atom density is $N=90.1$ nm$^{-3}$ and $NS=120.1$ eV/nm. The loss-weighted mean impact parameter is $\bar p=2a/c=0.079$ nm. A cutoff at $p_{\max}=0.126$ nm keeps 0.826 of $S$. The Molière screening function is $\Phi(x)=\sum_iA_ie^{-b_ix}$, with $A_i=0.35,\,0.55,\,0.10$ and $b_i=0.3,\,1.2,\,6$.

Q: The nuclei repel each other. An ion aimed at the nucleus never reaches it, so your head-on loss belongs to a path that does not exist.

A: That is right, and the usual Oen-Robinson formula takes account of it. It puts the distance of closest approach $R$ in the exponent in place of $p$ and keeps the prefactor. The two versions differ, and the second does not return the full $S$.

Q: Show me how $R$ depends on $p$.

A: Use the relative motion of the two nuclei. Let $M_1$ and $M_2$ be the masses of ion and atom, $\mu=M_1M_2/(M_1+M_2)$ the reduced mass, and $E$ the ion's energy with the atom at rest. The energy of relative motion is

$$E_{\rm cm}=\tfrac12\mu v^2=\frac{M_2}{M_1+M_2}E .$$

The angular momentum is $L=\mu vp$, so $L^2/(2\mu)=\tfrac12\mu v^2p^2=E_{\rm cm}p^2$. Energy conservation, with the electronic loss neglected during the passage, reads

$$\tfrac12\mu\dot r^2+\frac{E_{\rm cm}p^2}{r^2}+\frac{Z_1Z_2e^2}{r}\,\Phi(r/a)=E_{\rm cm} .$$

At closest approach $\dot r=0$ and $r=R$. Measure lengths in units of $a$, with $q=p/a$ and $x=R/a$, and define the reduced energy

$$\varepsilon=\frac{aE_{\rm cm}}{Z_1Z_2e^2} .$$

Dividing the energy equation by $E_{\rm cm}$ and multiplying by $x^2$ gives

$$q^2=x^2-\frac{x\,\Phi(x)}{\varepsilon}\equiv h(x) .$$

The potential is repulsive, so $x>q$: the ion stays farther away than the straight path would. Hence the exponential is smaller for every $p$, and the integrated loss must fall below $S$.

On straight paths, the condition that the loss integrates to $S$ fixes the prefactor at $K=c^2/(2\pi a^2)$; with the closest approach $R$ in the exponent instead of $p$, the integrated loss must fall below $S$. It remains to find by how much, and to examine the bending of the path, the recoil of the atom and the other approximations in the nitrogen-cobalt case.
